# Traces of Slashed Vectors as Pfaffians: Elimination and Rounding Error

## Four vectors

Take the metric \((+,-,-,-)\), gamma matrices with \(\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}\), and \(\operatorname{tr}1=4\). For a four-vector \(a\) write \(\slashed a=\gamma^\mu a_\mu\). Contracting the anticommutator with \(a_\mu b_\nu\) gives
\[
\slashed a\slashed b=2\,a\cdot b-\slashed b\slashed a. \tag{1}
\]
The components are commuting numbers, real or complex. The dot product is \(a\cdot b=a^0b^0-\mathbf a\cdot\mathbf b\), with no complex conjugation.

For two vectors, the trace of (1) and \(\operatorname{tr}\slashed a\slashed b=\operatorname{tr}\slashed b\slashed a\) give \(\operatorname{tr}\slashed a\slashed b=4\,a\cdot b\). For four vectors, use (1) three times to carry \(\slashed a\) to the right:
\[
\slashed a\slashed b\slashed c\slashed d
=2(a\cdot b)\slashed c\slashed d-2(a\cdot c)\slashed b\slashed d
+2(a\cdot d)\slashed b\slashed c-\slashed b\slashed c\slashed d\slashed a .
\]
By cyclicity the last product has the same trace as the left side. Moving it across and dividing by two,
\[
\operatorname{tr}\slashed a\slashed b\slashed c\slashed d
=4\left[(a\cdot b)(c\cdot d)-(a\cdot c)(b\cdot d)+(a\cdot d)(b\cdot c)\right]. \tag{2}
\]
The three terms are the three ways to join four labels in pairs. If the labels stand on a line and the pairs are joined by arcs above it, the arcs cross in the middle term alone, and that term carries the minus sign.

## The general trace

Let \(T(1,\ldots,2n)=\operatorname{tr}\slashed a_1\cdots\slashed a_{2n}\). Carrying \(\slashed a_1\) past \(\slashed a_2,\ldots,\slashed a_{j-1}\) produces \(j-2\) minus signs before it meets \(\slashed a_j\), and \((-1)^{j-2}=(-1)^j\). After all \(2n-1\) exchanges the leftover product has sign \((-1)^{2n-1}=-1\). Hence
\[
T(1,\ldots,2n)=2\sum_{j=2}^{2n}(-1)^j(a_1\cdot a_j)\,T(\text{without }1,j)-T(1,\ldots,2n),
\]
and therefore
\[
T(1,\ldots,2n)=\sum_{j=2}^{2n}(-1)^j(a_1\cdot a_j)\,T(\text{without }1,j). \tag{3}
\]

Now define a \(2n\times2n\) matrix by
\[
A_{ij}=a_i\cdot a_j\ (i<j),\qquad A_{ji}=-A_{ij},\qquad A_{ii}=0. \tag{4}
\]
This is not the usual antisymmetric part of the matrix of dot products, which would be zero because \(a_i\cdot a_j=a_j\cdot a_i\). The signs in (4) record the order of the factors in the trace.

The Pfaffian is the sum over all perfect matchings \(P\), that is, all ways to divide the labels into pairs \(i<j\):
\[
\operatorname{Pf}A=\sum_P(-1)^{c(P)}\prod_{(i,j)\in P}A_{ij}, \tag{5}
\]
where \(c(P)\) is the number of crossing arcs. Suppose that label 1 is paired with \(j\). Of the \(j-2\) labels between them, those paired among themselves are even in number, and each of the others belongs to an arc crossing \((1,j)\). The number of such crossings thus has the parity of \(j-2\). The remaining crossings are those of the remaining matching, so
\[
\operatorname{Pf}A=\sum_{j=2}^{2n}(-1)^jA_{1j}\operatorname{Pf}A_{\widehat{1j}}, \tag{6}
\]
where the hat means that rows and columns 1 and \(j\) are deleted. Equations (3) and (6) are the same recursion. They start from \(T(1,2)=4A_{12}\) and \(\operatorname{Pf}A=A_{12}\), so induction on \(n\) gives
\[
\boxed{\operatorname{tr}\slashed a_1\cdots\slashed a_{2n}=4\operatorname{Pf}A.} \tag{7}
\]

Label 1 has \(2n-1\) possible partners, so the number of terms obeys \(N_n=(2n-1)N_{n-1}\) with \(N_1=1\). Thus \(N_n=(2n-1)!!\), which is 945 for ten vectors and \(6.5\times10^8\) for twenty.

A second case can be checked by eye. If all vectors equal \(a\), then \(\slashed a^2=a^2\) and the trace is \(4(a^2)^n\). Every product in (5) equals \((a^2)^n\), so the \((2n-1)!!\) signs must add up to one. For large \(n\) the expansion is then a sum with massive cancellation, although its result is simple.

## Elimination

Elimination needs to know how the Pfaffian responds to row and column operations. Introduce anticommuting symbols \(e_1,\ldots,e_{2n}\), with \(e_ie_j=-e_je_i\) and \(e_i^2=0\), and set
\[
\omega=\tfrac12\sum_{ij}A_{ij}e_ie_j=\sum_{i<j}A_{ij}e_ie_j .
\]
Products \(e_ie_j\) commute with one another. In \(\omega^n\) each matching therefore appears \(n!\) times, once for each order of its pairs. It remains to sort the symbols. Take two pairs \((i,j)\) and \((k,m)\) with \(i<k\), written as \(e_ie_je_ke_m\). Sorting needs no exchange if the pairs are separate, one if they cross, and two if the second lies inside the first. The sign is therefore \((-1)^{c(P)}\), and
\[
\frac{\omega^n}{n!}=\operatorname{Pf}A\;e_1e_2\cdots e_{2n}. \tag{8}
\]

Replace \(A\) by \(BAB^T\). Then \(\omega\) becomes \(\tfrac12\sum_{kl}A_{kl}f_kf_l\) with \(f_k=\sum_iB_{ik}e_i\). The \(f_k\) also anticommute, and \(f_1\cdots f_{2n}=\det B\;e_1\cdots e_{2n}\). Equation (8) gives
\[
\operatorname{Pf}(BAB^T)=\det B\,\operatorname{Pf}A. \tag{9}
\]
Exchanging two rows together with the same two columns reverses the sign. Adding multiples of one row to another, with the same operation on columns, leaves the Pfaffian unchanged.

Let \(p=A_{12}\neq0\). For each \(i\ge3\), add \(\alpha_i\) times row 1 and \(\beta_i\) times row 2 to row \(i\), and do the same with columns. The first two entries of row \(i\) become
\[
-A_{1i}-\beta_ip,\qquad -A_{2i}+\alpha_ip .
\]
Both vanish for \(\beta_i=-A_{1i}/p\) and \(\alpha_i=A_{2i}/p\). The column operations then add multiples of these zeros to the other entries of row \(i\), and so change nothing more there. What remains for \(i,j\ge3\) is
\[
C_{ij}=A_{ij}+\alpha_iA_{1j}+\beta_iA_{2j}
=A_{ij}-\frac{A_{1i}A_{2j}-A_{2i}A_{1j}}{p}. \tag{10}
\]
Label 1 is now connected to label 2 alone, so
\[
\operatorname{Pf}A=p\,\operatorname{Pf}C. \tag{11}
\]
For four vectors, \(pC_{34}=A_{12}A_{34}-A_{13}A_{24}+A_{14}A_{23}\), in agreement with (2).

The algorithm is as follows.

1. Find the entry of largest modulus in the first row of the current matrix.
2. If it is zero, return zero: every term of (6) vanishes.
3. If it is not in column 2, exchange its label with label 2, in rows and columns, and reverse the overall sign.
4. Store the pivot \(p\), form the ratios \(r_i=A_{1i}/p\), and compute \(C_{ij}=A_{ij}-(r_iA_{2j}-r_jA_{2i})\) for \(i<j\). Fill the lower triangle by antisymmetry.
5. Repeat with \(C\) until no rows remain. Multiply the pivots and the sign; four times the result is the trace.

The search in step 1 is needed even in exact arithmetic, since \(a_1\cdot a_2=0\) does not imply that the trace vanishes. The zero in step 2 does occur: since \(A_{11}=0\) by definition, any \(a_1\) orthogonal to all the other vectors makes the first row vanish.

The determinant follows from the same reduction. Each \(2\times2\) pivot block has determinant \(p^2\), while the operations have determinant \(\pm1\) and act twice. Hence \(\det A=(\operatorname{Pf}A)^2\); if a row vanishes, both sides are zero. A determinant routine alone therefore loses the sign of the trace.

## Operation count

When \(2s\) labels remain after a pivot pair has been removed, (10) updates \(s(2s-1)\) independent entries. Here \(s\) runs from \(n-1\) down to 1, and
\[
\sum_{s=1}^{n-1}s(2s-1)
=\frac{n(n-1)(2n-1)}3-\frac{n(n-1)}2
=\frac{n(n-1)(4n-5)}6 .
\]
Each update uses two multiplications, and the product of pivots uses \(n-1\). The total for elimination is
\[
\frac{n(n-1)(4n-5)}3+n-1 \tag{12}
\]
multiplications, together with \(\sum_s2s=n(n-1)\) divisions. Searches and exchanges cost \(O(n^2)\), so the whole work is cubic. Forming \(n(2n-1)\) dot products adds \(4n(2n-1)\) multiplications.

This is a large gain over the expansion, but it is not the lowest possible growth. In four dimensions one can multiply the explicit \(4\times4\) matrices. For real vectors, choose a representation \(\gamma^\mu=iR^\mu\) with real matrices \(R^\mu\), multiply the real matrices, and restore the common factor \(i^{2n}=(-1)^n\) at the end. Using \(2n-1\) full dense products then costs \(64(2n-1)\) real multiplications, which is linear in \(n\). The counts recorded during actual evaluations are:

| \(2n\) | Dot products | Elimination | Dense chain |
|---:|---:|---:|---:|
| 6 | 60 | 16 | 320 |
| 10 | 180 | 104 | 576 |
| 16 | 480 | 511 | 960 |
| 40 | 3120 | 9519 | 2496 |

At \(2n=16\) the Pfaffian route needs \(480+511=991\) multiplications, for the first time more than the dense chain. This crossing depends on the real matrices: in a representation with complex matrices, at four real multiplications for each complex one, it moves to \(2n=36\). These are not running times: additions, divisions, memory access and the assembly of the matrices are left out. The Pfaffian remains useful for long traces when the dot products are the available data, since it needs neither components nor a representation of the gamma matrices.

## Six vectors worked through

Use dimensionless components in the order (time, \(x,y,z\)):
\[
\begin{aligned}
a_1&=(2,1,0,1), & a_2&=(1,1,1,1), & a_3&=(3,0,1,1),\\
a_4&=(2,0,-1,1), & a_5&=(3,2,1,0), & a_6&=(1,0,2,-1).
\end{aligned}
\]
For example, \(a_1\cdot a_2=2-1-0-1=0\) and \(a_1\cdot a_3=6-0-0-1=5\). The upper triangle of \(A\) is
\[
\begin{array}{c|ccccc}
&2&3&4&5&6\\ \hline
1&0&5&3&4&3\\
2&&1&2&0&0\\
3&&&6&8&2\\
4&&&&7&5\\
5&&&&&1
\end{array}
\]
The largest entry of the first row is 5, so labels 2 and 3 are exchanged. The order is now \(1,3,2,4,5,6\), the sign is \(-1\), and \(p=5\). The ratios for labels \(2,4,5,6\) are \(0,3/5,4/5,3/5\). The row of label 3 has the entries \(-1,6,8,2\) in these columns; the first is \(A_{32}=-A_{23}\). The update gives
\[
\begin{aligned}
C_{24}&=2-\left[0\cdot6-\tfrac35(-1)\right]=\tfrac75,\\
C_{25}&=0-\left[0\cdot8-\tfrac45(-1)\right]=-\tfrac45,\\
C_{26}&=0-\left[0\cdot2-\tfrac35(-1)\right]=-\tfrac35,\\
C_{45}&=7-\left[\tfrac35\cdot8-\tfrac45\cdot6\right]=7,\\
C_{46}&=5-\left[\tfrac35\cdot2-\tfrac35\cdot6\right]=\tfrac{37}5,\\
C_{56}&=1-\left[\tfrac45\cdot2-\tfrac35\cdot8\right]=\tfrac{21}5.
\end{aligned}
\]
The next pivot is \(7/5\), with no exchange. The ratios for labels 5 and 6 are \(-4/7\) and \(-3/7\), so the last pivot is
\[
\frac{21}5-\left[-\frac47\cdot\frac{37}5+\frac37\cdot7\right]
=\frac{147+148-105}{35}=\frac{38}7 .
\]
Including the exchange,
\[
\operatorname{Pf}A=-5\cdot\frac75\cdot\frac{38}7=-38,
\qquad \operatorname{tr}\slashed a_1\cdots\slashed a_6=-152 .
\]

The expansion (6) gives the same value. The smaller Pfaffians multiplying \(A_{13},A_{14},A_{15},A_{16}\) are \(2,1,1,-9\), and
\[
0-5\cdot2+3\cdot1-4\cdot1+3(-9)=-38 .
\]
Explicit multiplication of Dirac matrices also gives \(-152\). The determinant is 1444, whose positive square root, 38, has the wrong sign for the Pfaffian.

## Rounding errors in elimination

Consider real floating-point arithmetic with unit roundoff \(u\), without overflow or underflow. Each operation has relative error at most \(u\), and terms of order \(u^2\) are dropped. Complex arithmetic has the same structure with larger constants.

Let \(M_k\) be the largest modulus in the matrix at step \(k\). The choice of pivot makes \(|r_i|\le1\), so
\[
|C_{ij}|\le|A_{ij}|+|r_i||A_{2j}|+|r_j||A_{2i}|\le3M_k. \tag{13}
\]
Consequently \(M_k\le3^{k-1}M_1\). This is a bound, not a prediction, and it is not sharp. An entry two steps later is bounded by \(|C_{ij}|+|C_{il}|+|C_{jl}|\) for three labels \(i,j,l\). The three brackets \(r_iA_{2j}-r_jA_{2i}\) in these entries are cross products of points \((r_i,A_{2i}/M_k)\) in the square \([-1,1]^2\), times \(M_k\), and their moduli add up to at most \(4M_k\). Two steps thus give at most a factor 7 rather than 9. In the six-vector example the successive maxima are \(8\), \(37/5\) and \(38/7\), which decrease.

In an update, each product \(r_iA_{2j}\) is affected by three roundings: the division, the multiplication and the difference in the bracket. The final subtraction adds an error of at most \(u|C_{ij}|\). The error of one updated entry is thus bounded by
\[
3u\left(|r_iA_{2j}|+|r_jA_{2i}|\right)+u|C_{ij}|
\le6uM_k+3uM_k=9uM_k. \tag{14}
\]
By (10), an additive change of \(C_{ij}\) is equivalent to the same change of \(A_{ij}\), because the subtracted term does not contain \(A_{ij}\). This argument can be carried back through all earlier steps. The computed pivots are therefore the exact pivots of a perturbed matrix \(A+E\), with labels suitably ordered and
\[
|E_{ij}|\le9u\sum_{k=1}^{n-1}M_k
\le\frac92u\left(3^{n-1}-1\right)M_1. \tag{15}
\]
The first bound uses the observed maxima and can be evaluated during the calculation. The second follows from \(M_k\le3^{k-1}M_1\) and is an overestimate, since that growth cannot be reached beyond one step.

## From matrix error to trace error

A small \(E\) does not by itself ensure a small relative error of the trace. For \(\operatorname{Pf}A\ne0\), differentiate \(\det A=(\operatorname{Pf}A)^2\) and use \(\delta\det A=\det A\operatorname{tr}(A^{-1}\delta A)\):
\[
\frac{\delta\operatorname{Pf}A}{\operatorname{Pf}A}
=\frac12\operatorname{tr}(A^{-1}\delta A). \tag{16}
\]
With the \(n-1\) roundings in the product of pivots, the relative error of the Pfaffian, and so of the trace, is at most
\[
(n-1)u+\frac12\sum_{ij}|(A^{-1})_{ij}|\,|E_{ij}| \tag{17}
\]
to first order.

If the entries of \(A\) have relative errors up to \(\eta\), (16) gives a relative change of at most \(\kappa\eta\), where
\[
\kappa=\frac12\sum_{ij}|(A^{-1})_{ij}|\,|A_{ij}|
\ge\frac12\left|\operatorname{tr}(A^{-1}A)\right|=n. \tag{18}
\]
The lower limit reflects the fact that every term contains \(n\) dot products: a common relative change \(\eta\) of all entries changes the result by \(n\eta\).

For a \(4\times4\) matrix each entry appears in one of the three terms, and each term contains two entries. Therefore
\[
\kappa=\frac{2\left(|A_{12}A_{34}|+|A_{13}A_{24}|+|A_{14}A_{23}|\right)}{|\operatorname{Pf}A|}. \tag{19}
\]
The reduced matrix \(C\) of the example has signed terms \(147/25\), \(148/25\) and \(-105/25\). Their sum is \(38/5\), and the sum of their moduli is 16, so \(\kappa=32/(38/5)\approx4.2\). Without cancellation it would be 2.

For \(2n\) equal vectors with \(a^2\neq0\), deleting any two labels leaves a Pfaffian \((a^2)^{n-1}\). Each of the \(n(2n-1)\) independent entries thus contributes one to \(\kappa\), and \(\kappa=n(2n-1)\). Moreover, (10) gives \(C_{ij}=a^2\), so the entries do not grow. The problem has only polynomial sensitivity, even though its expansion contains \((2n-1)!!\) terms of equal size that nearly cancel.

If the trace is zero or almost zero, relative error is the wrong measure. The derivative of \(\operatorname{Pf}A\) with respect to \(A_{ij}\) is, up to sign, the Pfaffian with labels \(i,j\) deleted. To first order, the part of the absolute error caused by \(E\) is therefore bounded by
\[
\sum_{i<j}\left|\operatorname{Pf}A_{\widehat{ij}}\right||E_{ij}|,
\]
which remains finite. A row that should vanish may contain small rounding residues instead. The algorithm can proceed with them, because the ratios still have modulus at most one; a computed result close to zero should then be judged against an absolute error. Such residues can also come from the dot products, whose errors are not contained in (15). For this purpose the bound (20) below must therefore be added to \(|E_{ij}|\) in the sum above.

## Errors in the dot products

The entries of \(A\) bring errors of their own. Four products and three additions or subtractions give, to first order,
\[
|\delta(a\cdot b)|\le4u\sum_{\mu=0}^3|a^\mu b^\mu|. \tag{20}
\]
The Minkowski signs allow \(a\cdot b\) to be much smaller than the sum on the right. For two lightlike momenta with positive energies \(E,E'\) and a small angle \(\theta\),
\[
a\cdot b=EE'(1-\cos\theta)\approx\tfrac12EE'\theta^2 .
\]
The sum in (20) is at most \(2EE'\), by the Cauchy–Schwarz inequality for the spatial part. With the components taken as exact, the relative error of the dot product is therefore bounded by about \(16u/\theta^2\), which becomes large for nearly collinear momenta. Rounding of the stored components adds up to \(2u\) to each product and raises this bound to about \(24u/\theta^2\). If the angle itself is accurately known, \(a\cdot b=2EE'\sin^2(\theta/2)\) avoids the subtraction.

For forty vectors with small integer components, the dot products are exactly representable, so this source is absent. The exact trace is \(2.0\times10^{29}\), and elimination in double precision reproduces it with a relative error of \(7.8\times10^{-15}\). With \(u=2^{-53}\), this is about \(70u\). The bound on the growth factor from (13) is \(3^{19}\approx10^9\) in this case, while the largest entry actually grows by a factor of about 1.7, so that bound would be a poor estimate of the observed error. One chain does not establish typical behaviour. Exact rational elimination was also tested against exact integer matrix traces for several lengths from two to forty vectors, and complex vectors were tested for a trace of eight.

## Range of the formula

Equation (7) applies to an even product without \(\gamma_5\). An odd product has zero trace: insert \(\gamma_5^2=1\), carry one \(\gamma_5\) through the odd number of slashed vectors, and use cyclicity to obtain the negative of the original trace.

Equation (7) does not apply directly to massive propagator numerators \(\slashed p_i+m_i\). One way to treat them is to expand the product. A product of \(N\) such factors has \(2^{N-1}\) selections with an even number of slashed vectors. In this expansion the cubic cost applies to each selection separately. A contracted pair \(\gamma^\mu\cdots\gamma_\mu\) can be written as four traces with basis vectors, weighted by the metric signs; several independent pairs multiply this number.

A trace of slashed vectors with one \(\gamma_5\) changes sign when all vectors are spatially reflected; with a projector \(1\pm\gamma_5\), this holds for the \(\gamma_5\) part. Dot products do not change under reflection, so no function of them alone can supply such a term when it is nonzero.

## Table of computed values

```
All vector components and results are dimensionless
a_1 (time,x,y,z) = [2, 1, 0, 1]
a_2 (time,x,y,z) = [1, 1, 1, 1]
a_3 (time,x,y,z) = [3, 0, 1, 1]
a_4 (time,x,y,z) = [2, 0, -1, 1]
a_5 (time,x,y,z) = [3, 2, 1, 0]
a_6 (time,x,y,z) = [1, 0, 2, -1]
A row 1 = [0, 0, 5, 3, 4, 3]
A row 2 = [0, 0, 1, 2, 0, 0]
A row 3 = [-5, -1, 0, 6, 8, 2]
A row 4 = [-3, -2, -6, 0, 7, 5]
A row 5 = [-4, 0, -8, -7, 0, 1]
A row 6 = [-3, 0, -2, -5, -1, 0]
after step 1, row 1 = 0, 7/5, -4/5, -3/5
after step 1, row 2 = -7/5, 0, 7, 37/5
after step 1, row 3 = 4/5, -7, 0, 21/5
after step 1, row 4 = 3/5, -37/5, -21/5, 0
after step 2, row 1 = 0, 38/7
after step 2, row 2 = -38/7, 0
pivots = 5, 7/5, 38/7
number of swaps = 1
Pfaffian = -38
4 Pfaffian = -152
trace from Dirac matrices = -152.000000
det A = 1444 ; positive square root = 38
matchings for 6 vectors = 15
Multiplication counts: dot products, elimination, dense 4x4 chain
2n=6: 60, 16, 320; divisions 6; expansion terms 15
2n=10: 180, 104, 576; divisions 20; expansion terms 945
2n=16: 480, 511, 960; divisions 56; expansion terms 2027025
2n=20: 760, 1059, 1216; divisions 90; expansion terms 654729075
2n=40: 3120, 9519, 2496; divisions 380; expansion terms 319830986772877770815625
first 2n where the dense chain needs fewer multiplications = 16
exact trace for 40 integer vectors = 2.008753e+29
relative error of floating-point elimination there = 7.8e-15
```
